# Fourier transforms and equal-exponent two-centre overlaps of B functions: a numerical check

```python
"""
Result under test: the B functions
    B(n,l,m; a, r) = khat_{n-1/2}(a r) * (a r)^l Y_lm / (2^(n+l) (n+l)!),
    khat_nu(z) = sqrt(2/pi) z^nu K_nu(z),
have the Fourier transform (symmetric convention, kernel exp(-i p.r))
    sqrt(2/pi) a^(2n+l-1) (-i)^l p^l Y_lm(p) / (a^2+p^2)^(n+l+1),
and the overlap of two B functions with the same exponent a, on centres
separated by the vector R, is a short finite sum of B functions of R.
Symbols: a = exponent (1/bohr), r, R = positions (bohr), p = momentum (1/bohr),
n, l, m = order and angular numbers. Y_lm has the Condon-Shortley phase.
Direct sides use quadrature of the defining functions (K_nu from scipy);
formula sides use the terminating polynomial form of khat.
"""
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import kv, lpmv
from sympy.physics.wigner import gaunt


def solid_harmonic(l, m, vec):
    """r^l Y_lm for an array of real vectors (last axis = x, y, z)."""
    vec = np.asarray(vec, dtype=float)
    r = np.sqrt(np.sum(vec**2, axis=-1))
    cos_theta = np.clip(vec[..., 2] / np.where(r > 0, r, 1.0), -1.0, 1.0)
    phi = np.arctan2(vec[..., 1], vec[..., 0])
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, cos_theta) * np.exp(1j * k * phi)
    if m < 0:
        y = (-1)**k * np.conj(y)
    return r**l * y


def khat_definition(nu, z):
    return sqrt(2/pi) * z**nu * kv(nu, z)


def khat_polynomial(n, z):
    """khat of order n - 1/2 in terminating form."""
    total = sum(factorial(n-1+k) / (factorial(k) * factorial(n-1-k) * 2**k)
                * z**(n-1-k) for k in range(n))
    return np.exp(-z) * total


def b_definition(n, l, m, a, vec):
    r = np.sqrt(np.sum(vec**2, axis=-1))
    return (khat_definition(n - 0.5, a*r) * solid_harmonic(l, m, a*vec)
            / (2**(n+l) * factorial(n+l)))


def b_value(n, l, m, a, vec):
    vec = np.asarray(vec, dtype=float)
    r = np.sqrt(np.sum(vec**2, axis=-1))
    return (khat_polynomial(n, a*r) * solid_harmonic(l, m, a*vec)
            / (2**(n+l) * factorial(n+l)))


def b_transform(n, l, m, a, p):
    p = np.asarray(p, dtype=float)
    return (sqrt(2/pi) * a**(2*n+l-1) * (-1j)**l * solid_harmonic(l, m, p)
            / (a*a + np.sum(p**2, axis=-1))**(n+l+1))


gaunt_cache = {}


def gaunt_coefficient(l, l1, m1, l2, m2):
    """Integral of conj(Y_l,m2-m1) conj(Y_l1,m1) Y_l2,m2 over the sphere."""
    key = (l, l1, m1, l2, m2)
    if key not in gaunt_cache:
        gaunt_cache[key] = (-1)**abs(m2) * float(
            gaunt(l, l1, l2, -(m2 - m1), -m1, m2))
    return gaunt_cache[key]


def overlap_terms(n1, l1, m1, n2, l2, m2):
    """List of (coefficient without 4 pi/a^3, order, l, m)."""
    terms = []
    m = m2 - m1
    for l in range(l1 + l2, max(abs(l1 - l2), abs(m)) - 1, -2):
        g = gaunt_coefficient(l, l1, m1, l2, m2)
        if abs(g) < 1e-14:
            continue
        d = (l1 + l2 - l) // 2
        for t in range(d + 1):
            coefficient = (-1)**(l2 + d + t) * g * comb(d, t)
            terms.append((coefficient, n1 + n2 + d + t + 1, l, m))
    return terms


def overlap_formula(f1, f2, a, R):
    return 4*pi/a**3 * sum(c * b_value(n, l, m, a, R)
                           for c, n, l, m in overlap_terms(*f1, *f2))


def two_centre_grid(a, R):
    """Prolate spheroidal quadrature: vectors from A, vectors from B, weights."""
    R = np.asarray(R, dtype=float)
    d = np.linalg.norm(R)
    e3 = R / d
    helper = np.array([1.0, 0, 0]) if abs(e3[0]) < 0.8 else np.array([0, 1.0, 0])
    e1 = np.cross(helper, e3)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(e3, e1)
    x, wx = np.polynomial.laguerre.laggauss(26)
    eta, we = np.polynomial.legendre.leggauss(26)
    phi = 2*pi*np.arange(16)/16
    xi = 1 + x/(a*d)
    X, E, P = np.meshgrid(xi, eta, phi, indexing="ij")
    rho = d/2*np.sqrt((X**2 - 1)*(1 - E**2))
    pts = ((rho*np.cos(P))[..., None]*e1 + (rho*np.sin(P))[..., None]*e2
           + (d/2*X*E)[..., None]*e3)
    w = ((wx*np.exp(x)/(a*d))[:, None, None] * we[None, :, None]
         * (2*pi/16) * (d/2)**3 * (X**2 - E**2))
    return pts + R/2, pts - R/2, w


def overlap_direct(f1, f2, a, R):
    ra, rb, w = two_centre_grid(a, R)
    return np.sum(w*np.conj(b_definition(*f1, a, ra))*b_definition(*f2, a, rb))


# ---- terminating form and Gaussian superposition of khat
for n in range(1, 7):
    for z in (0.3, 1.7, 6.0):
        exact = khat_definition(n - 0.5, z)
        assert abs(khat_polynomial(n, z)/exact - 1) < 1e-11
        nu = n - 0.5
        integral = quad(lambda t: t**(nu-1)*np.exp(-t - z*z/(4*t)), 0, np.inf,
                        epsabs=1e-13, epsrel=1e-11, limit=300)[0]
        assert abs(sqrt(2/pi)*2**(nu-1)*integral/exact - 1) < 1e-7

# ---- Fourier transforms by three-dimensional quadrature
a_test = 1.3
p_test = np.array([0.5, -0.7, 0.6])
xr, wr = np.polynomial.legendre.leggauss(80)
radius = 20/a_test*(xr + 1)
ct, wt = np.polynomial.legendre.leggauss(40)
ph = 2*pi*np.arange(48)/48
RR, CT, PH = np.meshgrid(radius, ct, ph, indexing="ij")
ST = np.sqrt(1 - CT**2)
points = np.stack([RR*ST*np.cos(PH), RR*ST*np.sin(PH), RR*CT], axis=-1)
weights = (20/a_test*wr*radius**2)[:, None, None]*wt[None, :, None]*(2*pi/48)
kernel = weights*np.exp(-1j*(points @ p_test))/(2*pi)**1.5

c_gauss = 0.4
for l, m in ((0, 0), (1, -1), (2, 1), (3, 2)):
    direct = np.sum(kernel*solid_harmonic(l, m, points)*np.exp(-c_gauss*RR**2))
    formula = ((2*c_gauss)**(-l-1.5)*(-1j)**l*solid_harmonic(l, m, p_test)
               * np.exp(-(p_test @ p_test)/(4*c_gauss)))
    assert abs(direct - formula) < 1e-9

ft_error = 0.0
for n, l, m in ((1, 0, 0), (2, 1, 0), (1, 2, -1), (3, 2, 2), (2, 3, 1)):
    direct = np.sum(kernel*b_definition(n, l, m, a_test, points))
    formula = b_transform(n, l, m, a_test, p_test)
    ft_error = max(ft_error, abs(direct - formula)/abs(formula))
    if (n, l, m) == (2, 1, 0):
        ft_sample = (direct, formula)
assert ft_error < 1e-7

# ---- product of two solid harmonics
for l1, m1, l2, m2 in ((1, 0, 1, 0), (2, 1, 1, 0), (2, -1, 3, 2), (3, 0, 3, 1)):
    left = np.conj(solid_harmonic(l1, m1, p_test))*solid_harmonic(l2, m2, p_test)
    m = m2 - m1
    right = sum(gaunt_coefficient(l, l1, m1, l2, m2)
                * (p_test @ p_test)**((l1+l2-l)//2)*solid_harmonic(l, m, p_test)
                for l in range(l1+l2, max(abs(l1-l2), abs(m)) - 1, -2))
    assert abs(left - right) < 1e-12

# ---- overlaps at a tilted separation, against real-space quadrature
R_tilt = np.array([0.8, -0.5, 1.4])
pairs = [((1, 0, 0), (1, 0, 0)), ((1, 1, 0), (2, 0, 0)), ((1, 0, 0), (2, 1, 1)),
         ((2, 2, 1), (3, 1, 0)), ((1, 2, -1), (2, 2, 1)), ((3, 1, 1), (1, 3, 2)),
         ((2, 2, 0), (2, 2, 0))]
overlap_error = 0.0
for f1, f2 in pairs:
    direct = overlap_direct(f1, f2, a_test, R_tilt)
    formula = overlap_formula(f1, f2, a_test, R_tilt)
    overlap_error = max(overlap_error, abs(direct - formula)/abs(direct))
assert overlap_error < 1e-8
tilt_pair = pairs[3]
tilt_direct = overlap_direct(*tilt_pair, a_test, R_tilt)
tilt_formula = overlap_formula(*tilt_pair, a_test, R_tilt)

# ---- number of terms: bounded by the smaller l, independent of the orders
for l1 in range(4):
    for l2 in range(4):
        low = min(l1, l2)
        bound = (low + 1)*(low + 2)//2
        assert len(overlap_terms(1, l1, 0, 1, l2, 0)) == bound
        for m1 in range(-l1, l1 + 1):
            assert len(overlap_terms(5, l1, m1, 7, l2, min(1, l2))) <= bound

# ---- worked example: Coulomb Sturmians 1s, 2s, 2pz on two centres
a, distance = 1.0, 2.0
R = np.array([0.0, 0.0, distance])
sturmians = [[(4*a**1.5, (1, 0, 0))],
             [(8*a**1.5, (1, 0, 0)), (-16*a**1.5, (2, 0, 0))],
             [(16/sqrt(3)*a**1.5, (1, 1, 0))]]
names = ["1s", "2s", "2pz"]


def sturmian_block(vec):
    return np.array([[sum(c1*c2*overlap_formula(f1, f2, a, vec).real
                          for c1, f1 in s1 for c2, f2 in s2)
                      for s2 in sturmians] for s1 in sturmians])


def sturmian_values(vec):
    r = np.sqrt(np.sum(vec**2, axis=-1))
    e = sqrt(a**3/pi)*np.exp(-a*r)
    return [e, (1 - a*r)*e, a*vec[..., 2]*e]


one_centre = sturmian_block(np.zeros(3))
two_centre = sturmian_block(R)
metric = np.block([[one_centre, two_centre], [two_centre.T, one_centre]])
eigenvalues = np.linalg.eigvalsh(metric)
ra, rb, w = two_centre_grid(a, R)
functions = sturmian_values(ra) + sturmian_values(rb)
metric_direct = np.array([[np.sum(w*f*g) for g in functions] for f in functions])
metric_error = np.max(abs(metric - metric_direct))
assert metric_error < 1e-9
assert abs(eigenvalues[0] - np.linalg.eigvalsh(metric_direct)[0]) < 1e-8

# ---- closed forms of 1s-1s, 2p sigma and 2p pi overlaps, against quadrature
p_norm2 = 256*a**3/3


def sigma_overlap(d):
    return p_norm2*overlap_formula((1, 1, 0), (1, 1, 0), a, [0, 0, d]).real


for d in (0.7, 2.0, 5.0):
    vec = np.array([0, 0, d])
    z = a*d
    s_1s = 16*a**3*overlap_direct((1, 0, 0), (1, 0, 0), a, vec).real
    s_sig = p_norm2*overlap_direct((1, 1, 0), (1, 1, 0), a, vec).real
    s_pi = p_norm2*overlap_direct((1, 1, 1), (1, 1, 1), a, vec).real
    assert abs(s_1s - np.exp(-z)*(1 + z + z*z/3)) < 1e-10
    assert abs(s_sig - np.exp(-z)*(1+z+z**2/5-2*z**3/15-z**4/15)) < 1e-10
    assert abs(s_pi - np.exp(-z)*(1 + z + 2*z**2/5 + z**3/15)) < 1e-10
pi_overlap = p_norm2*overlap_formula((1, 1, 1), (1, 1, 1), a, R).real
node = brentq(sigma_overlap, 1.0, 6.0, xtol=1e-13)
node_direct = p_norm2*overlap_direct((1, 1, 0), (1, 1, 0), a,
                                     np.array([0, 0, node])).real
assert abs(node_direct) < 1e-10

# ---- printed numbers
print(f"transform test: exponent = {a_test} 1/bohr, p = {p_test} 1/bohr")
print(f"B(2,1,0) transform, quadrature: {ft_sample[0].imag:.8f} i (a.u.)")
print(f"B(2,1,0) transform, formula:    {ft_sample[1].imag:.8f} i (a.u.)")
print(f"largest relative error, 5 transforms: {ft_error:.1e}")
print(f"tilted overlap test: exponent = {a_test} 1/bohr, R = {R_tilt} bohr")
print(f"functions (n,l,m): {tilt_pair[0]} and {tilt_pair[1]}")
for c, n, l, m in overlap_terms(*tilt_pair[0], *tilt_pair[1]):
    print(f"  term: coefficient {c:+.6f} times B({n},{l},{m})")
print(f"overlap, formula:    {tilt_formula:.6e} bohr^3")
print(f"overlap, quadrature: {tilt_direct:.6e} bohr^3")
print(f"largest relative error, {len(pairs)} overlaps: {overlap_error:.1e}")
print(f"example: exponent = {a} 1/bohr, distance = {distance} bohr along z")
print("2p sigma overlap, term by term (B values dimensionless):")
partial = 0.0
for c, n, l, m in overlap_terms(1, 1, 0, 1, 1, 0):
    value = b_value(n, l, m, a, R).real
    share = p_norm2*4*pi/a**3*c*value
    partial += share
    print(f"  coefficient {c:+.6f}, B({n},{l},{m}) = {value:.8f},"
          f" share {share:+.6f}")
assert abs(partial - two_centre[2, 2]) < 1e-12
print(f"2p sigma overlap: {partial:.6f} (dimensionless)")
print(f"2p pi overlap: {pi_overlap:.6f} (dimensionless)")
print(f"2p sigma overlap changes sign at {node:.6f} bohr")
print("one-centre Sturmian overlaps (rows and columns 1s, 2s, 2pz):")
for name, row in zip(names, one_centre):
    print(f"  {name:>3s} " + " ".join(f"{v + 0.0:10.6f}" for v in row))
print("two-centre overlaps (row: first centre, column: second centre):")
for name, row in zip(names, two_centre):
    print(f"  {name:>3s} " + " ".join(f"{v:10.6f}" for v in row))
print(f"largest deviation of 6x6 matrix from quadrature: {metric_error:.1e}")
print(f"smallest eigenvalue of 6x6 overlap matrix: {eigenvalues[0]:.6f}")
print(f"largest eigenvalue of 6x6 overlap matrix: {eigenvalues[-1]:.6f}")
print(f"condition number: {eigenvalues[-1]/eigenvalues[0]:.2f}")
print("done: every assertion held")
```

Printed output:

```
transform test: exponent = 1.3 1/bohr, p = [ 0.5 -0.7  0.6] 1/bohr
B(2,1,0) transform, quadrature: -0.01102563 i (a.u.)
B(2,1,0) transform, formula:    -0.01102563 i (a.u.)
largest relative error, 5 transforms: 3.9e-12
tilted overlap test: exponent = 1.3 1/bohr, R = [ 0.8 -0.5  1.4] bohr
functions (n,l,m): (2, 2, 1) and (3, 1, 0)
  term: coefficient +0.233597 times B(6,3,-1)
  term: coefficient -0.218510 times B(7,1,-1)
  term: coefficient +0.218510 times B(8,1,-1)
overlap, formula:    -7.221380e-05-4.513362e-05j bohr^3
overlap, quadrature: -7.221380e-05-4.513362e-05j bohr^3
largest relative error, 7 overlaps: 7.1e-14
example: exponent = 1.0 1/bohr, distance = 2.0 bohr along z
2p sigma overlap, term by term (B values dimensionless):
  coefficient -0.252313, B(3,2,0) = 0.00115601, share -0.312775
  coefficient +0.282095, B(4,0,0) = 0.00765536, share +2.315737
  coefficient -0.282095, B(5,0,0) = 0.00587574, share -1.777403
2p sigma overlap: 0.225559 (dimensionless)
2p pi overlap: 0.694721 (dimensionless)
2p sigma overlap changes sign at 2.513268 bohr
one-centre Sturmian overlaps (rows and columns 1s, 2s, 2pz):
   1s   1.000000  -0.500000   0.000000
   2s  -0.500000   1.000000   0.000000
  2pz   0.000000   0.000000   1.000000
two-centre overlaps (row: first centre, column: second centre):
   1s   0.586453  -0.563897  -0.586453
   2s  -0.563897   0.730811   0.216536
  2pz   0.586453  -0.216536   0.225559
largest deviation of 6x6 matrix from quadrature: 5.4e-14
smallest eigenvalue of 6x6 overlap matrix: 0.005958
largest eigenvalue of 6x6 overlap matrix: 2.875942
condition number: 482.69
done: every assertion held
```
